# When a Low-Barrier Patch in a Schottky Contact Is Pinched Off

**Q:** I treat a non-uniform metal–semiconductor contact as diodes in parallel. Each patch gets its own area and barrier, and I add the currents. A small patch with a barrier 0.3 eV below its surroundings must then conduct enormously well. What could be wrong with that? The electron crosses the interface at the patch, where the barrier is low.

**A:** It must first reach the patch. The potential in front of a small patch is shaped by the surrounding metal as well as by the patch. If it has a maximum in front of the interface, that maximum sets the barrier.

Take an n-type semiconductor with uniform doping \(N\) and permittivity \(\varepsilon\), filling \(z>0\). The contact has barrier \(\Phi_0\), except on a disc of radius \(R\), where it is \(\Phi_0-\Delta\). I measure the conduction-band edge \(E\) in eV from the metal Fermi level, and count forward bias \(V\) as positive. Energies in eV and potentials in volts then share numerical values, and \(kT\) is in eV.

**Q:** Start without the patch, so that I can see what the surroundings do.

**A:** Let \(\eta\) be the band edge measured from the semiconductor Fermi level, and \(V_n\) its bulk value. With Boltzmann electrons and \(c=qN/\varepsilon\), Poisson's equation is

\[
\eta''=c\left[1-e^{-(\eta-V_n)/kT}\right].
\]

Multiply by \(\eta'\) and integrate from the bulk, where \(\eta'=0\) and \(\eta=V_n\):

\[
\tfrac12\eta'^2=c\left[\eta-V_n+kT\left(e^{-(\eta-V_n)/kT}-1\right)\right].
\]

At the metal \(\eta=\Phi_0-V\), and the exponential is negligible for a barrier many \(kT\) high. The band edge falls into the semiconductor with slope \(-F\), where

\[
F=\sqrt{2c(\Phi_0-V_n-kT-V)} .
\]

Near the metal there are few electrons, so \(E''=c\) and

\[
E=\Phi_0-Fz+\tfrac12cz^2,\qquad W=F/c .
\]

Here \(W\) is the depletion width, at which this parabola becomes flat.

**Q:** Now add the patch. Does it lower the band edge by \(\Delta\) throughout the depletion layer?

**A:** No, its influence decays over a distance of order \(R\). The doping charge is already counted, so in the depleted region the added potential energy \(u\) obeys Laplace's equation. It equals \(-\Delta\) on the disc and zero on the rest of the metal. I take the depletion edge to be far away, \(R,z\ll W\), so its response is neglected. The half-space Poisson kernel gives, on the axis,

\[
u=-\Delta\,\frac{z}{2\pi}\int_0^R\frac{2\pi s\,ds}{(s^2+z^2)^{3/2}}
=-\Delta\left[1-\frac{z}{\sqrt{z^2+R^2}}\right].
\]

Its slope is

\[
u'=\frac{\Delta R^2}{(z^2+R^2)^{3/2}},
\]

which starts at \(\Delta/R\) and decreases steadily to zero. The surroundings contribute \(-F\), if we drop \(cz^2/2\) for the moment. Define

\[
p=\frac{\Delta}{FR}.
\]

For \(p<1\) the total slope is negative everywhere on the axis, and the highest point is the interface, at \(\Phi_0-\Delta\). The patch centre is open. For \(p>1\) the band edge first rises, then falls. There is one maximum, in front of the metal, and the patch is pinched off.

**Q:** You have looked along the axis alone. Could electrons go round the maximum, near the rim?

**A:** The rim is worse. At a point on the disc, write \(u\) as \(-\Delta\) plus the contribution of the metal outside the disc. Its slope at the interface is

\[
u'=\frac{\Delta}{2\pi}\int_{\rm outside}\frac{dA}{s^3}
=\frac{\Delta}{2\pi}\int_0^{2\pi}\frac{d\theta}{d(\theta)},
\]

where \(d(\theta)\) is the distance to the edge in direction \(\theta\). At distance \(\rho\) from the centre, opposite directions satisfy \(dd'=R^2-\rho^2\). Since \(d+d'\ge2\sqrt{dd'}\),

\[
\frac1d+\frac1{d'}=\frac{d+d'}{dd'}\ge\frac{2}{\sqrt{R^2-\rho^2}}\ge\frac2R .
\]

The upward slope is therefore smallest at the centre: the rim pinches first. A patch with \(p\) slightly below 1 has an open centre and a pinched rim, so even then its full area is not available.

The on-axis maximum is a minimum sideways. By symmetry, Laplace's equation on the axis reads \(u_{zz}+2u_{xx}=0\), so the sideways curvature is

\[
\kappa_r=-\tfrac12u''=\frac{3\Delta R^2z}{2(z^2+R^2)^{5/2}}>0 .
\]

The point is a saddle, the lowest pass through the ridge.

**Q:** How high is the pass?

**A:** Setting \(u'=F\) gives \((z^2+R^2)^{3/2}=pR^3\). Hence

\[
z^*=Rs,\qquad s=\sqrt{p^{2/3}-1},\qquad \sqrt{z^{*2}+R^2}=Rp^{1/3}.
\]

Insert these, with \(FR=\Delta/p\):

\[
\begin{aligned}
E_s&=\Phi_0-\frac{\Delta s}{p}-\Delta+\frac{\Delta s}{p^{1/3}}\\
&=\Phi_0-\Delta+\frac{\Delta s}{p}\left(p^{2/3}-1\right)\\
&=\Phi_0-\Delta+\Delta\left(1-p^{-2/3}\right)^{3/2}.
\end{aligned}
\]

At \(p=1\) this joins the open value \(\Phi_0-\Delta\). For large \(p\), expanding \((1-x)^{3/2}\approx1-\tfrac32x\) leaves

\[
\Phi_0-E_s\approx\tfrac32\Delta p^{-2/3}=\tfrac32(\Delta R^2F^2)^{1/3}.
\]

A very small patch thus barely lowers the barrier, however low its interface barrier is.

**Q:** You dropped the doping curvature. Does it spoil the sharp threshold?

**A:** Slightly. Put \(p=1-\delta\) with small \(\delta\), restore the term \(cz=Fz/W\) in the slope, and expand for \(z\ll R\):

\[
\frac{E'}{F}\approx-\delta+\frac zW-\frac{3z^2}{2R^2}.
\]

Its largest value, at \(z=R^2/(3W)\), is \(R^2/(6W^2)-\delta\). A shallow interior maximum can therefore survive down to \(p\approx1-R^2/(6W^2)\), to leading order in \(R/W\). Integrating the slope shows that it rises above the interface value, and so sets the barrier, only for \(\delta<R^2/(8W^2)\). The neglected response of the depletion edge adds roughly \(0.3(R/W)^3\) to both limits if the edge is sharp. For the silicon numbers below, where \(R/W\approx0.27\) at threshold, that moves the first limit from \(\delta\approx0.012\) to about 0.018.

**Q:** Give me numbers. Perhaps my patches are safely open.

**A:** Take silicon at 300 K, with \(kT=0.02585\) eV, \(N=10^{16}\) cm\(^{-3}\), relative permittivity 11.7, \(\Phi_0=0.80\) eV and \(\Delta=0.30\) eV. A rough band density of states \(N_c=2.8\times10^{19}\) cm\(^{-3}\) gives \(V_n=kT\ln(N_c/N)=0.205\) eV. With \(c=1.547\times10^{-5}\) V/nm², at zero bias

\[
F=\sqrt{2c\,(0.800-0.205-0.026)}=0.00420\ \text{V/nm},
\]

or 0.042 MV/cm, and \(W=271\) nm. The critical radius is \(\Delta/F=71.5\) nm. For other radii, with everything else fixed, the closed formula gives:

| \(R\) (nm) | \(p\) | patch barrier (eV) |
|---|---|---|
| 5 | 14.3 | 0.727 |
| 10 | 7.15 | 0.687 |
| 20 | 3.58 | 0.630 |
| 40 | 1.79 | 0.555 |
| 100 | 0.715 | 0.500 (centre open) |

In the last row only the centre is open. The slope formula above leaves about 35% of the disc's area unpinched, and \(R/W\approx0.37\) already strains the assumption \(R\ll W\). For \(R=20\) nm, the saddle lies at \(20\sqrt{3.576^{2/3}-1}=23.1\) nm. Keeping \(cz^2/2\) and solving for the maximum numerically moves it to 24.4 nm and raises the barrier to 0.634 eV. A finite-volume solution of the nonlinear Poisson equation, with mobile electrons and the mixed-barrier boundary, also gives 0.634 eV.

**Q:** So pinched off means that the patch carries no current?

**A:** No. It conducts over 0.634 eV instead of 0.500 eV, still well below the surrounding 0.80 eV. Near the saddle \(E\approx E_s+\kappa_r\rho^2/2\), so the thermionic flux has effective area

\[
A=\int_0^\infty e^{-\kappa_r\rho^2/2kT}\,2\pi\rho\,d\rho=\frac{2\pi kT}{\kappa_r}.
\]

At \(z^*=24.4\) nm, \(\kappa_r=1.404\times10^{-4}\) eV/nm², hence \(A=1157\) nm². The geometric area is \(\pi R^2=1257\) nm². Your isolated diode overestimates the patch current by

\[
\frac{1257}{1157}\exp\left(\frac{0.6343-0.5000}{0.02585}\right)\approx196 .
\]

With a rough Richardson constant of 112 A cm\(^{-2}\) K\(^{-2}\), uncertain by a factor of two or so that cancels in the ratio, the saturation currents are \(5.0\times10^{-13}\) A for your diode and \(2.6\times10^{-15}\) A for the pinched patch.

The parabola is an approximation. For ballistic classical electrons, the one-way flux through any surface separating the patch from the bulk is an upper bound. I integrated the Boltzmann factor of the numerical potential over spheroidal caps through the saddle and took the least result. The effective area is at most 993 nm², so the parabola overestimates it by at least 16%, and the factor of 196 is itself an underestimate.

**Q:** Then over a whole contact the patches hardly matter?

**A:** They still dominate here. Let them cover 1% of the contact, far enough apart not to interact. Relative to a uniform 0.80 eV contact, your sum multiplies the current by

\[
0.99+0.01\,e^{0.300/0.02585}\approx1.1\times10^3 .
\]

With the parabolic area, the pinched patches give

\[
1+0.01\,\frac{1157}{1257}\,e^{(0.8000-0.6343)/0.02585}\approx6.6 .
\]

About 85% of that current passes through the patches. Subtracting \(kT\) times the logarithm of each factor from 0.80 eV gives an apparent barrier of 0.619 eV for your sum and 0.751 eV with pinch-off. With the area bound of 993 nm² instead, the factor is at most 5.8, the patches' share is about 83% or less, and the apparent barrier is at least 0.755 eV.

**Q:** Can I see pinch-off in the bias dependence? A fixed barrier gives ideality factor 1.

**A:** The saddle is not fixed. Since \(\partial E/\partial z=0\) there, its height changes with \(F\) through the explicit term alone: \(dE_s/dF=-z^*\). From \(F^2=2c(\Phi_0-V_n-kT-V)\), \(dF/dV=-c/F=-1/W\). Thus

\[
\frac{dE_s}{dV}=\frac{z^*}{W}=\frac{24.4}{271}=0.090 .
\]

Forward bias raises the barrier. The forward current varies as \(A\,e^{(V-E_s)/kT}\), so

\[
\frac1n=kT\frac{d\ln I}{dV}=1-\frac{z^*}{W}+kT\frac{d\ln A}{dV}.
\]

The barrier term alone gives \(n=1.10\). The area also grows, because the saddle moves outward to where the sideways curvature is weaker. Including this through the parabolic area, by a numerical derivative about zero bias, gives \(n\approx1.06\) for the patch current; an area beyond the parabola moves this to about 1.07.

Reverse bias does the opposite: it increases \(F\) and lowers \(p\). The centre opens when \(F=\Delta/R=0.015\) V/nm, which requires

\[
V=\Phi_0-V_n-kT-\frac{(\Delta/R)^2}{2c}\approx-6.7\ \text{V}.
\]

That field, 0.15 MV/cm, is below a rough silicon breakdown field of 0.4 MV/cm, provided the device edge does not concentrate the field further.

**Q:** What has the model left out that could rescue my isolated diodes?

**A:** For this patch at zero bias, nothing I have sized comes near a factor of 196.

- **Image force.** It adds \(-q/(16\pi\varepsilon z)\) to the band edge. This lowers the saddle by 1.3 meV, and the surrounding barrier by 23 meV. In the example with 1% coverage, the patches' share of the current then falls from 85% to about 70% with the parabolic area, and a few points lower with a smaller area. Near the opening bias the saddle approaches the metal, where this term is no longer small, so −6.7 V marks the opening without image force.
- **Random dopants.** Their mean spacing, \(N^{-1/3}\approx46\) nm, exceeds \(R\). Summing the variance of independent point charges and their images over the whole half-space, a slight overestimate because only the depletion layer is unscreened, gives a spread \(\sigma=(q/4\pi\varepsilon)\sqrt{4\pi Nz^*}=6.8\) meV at the saddle. If the whole pass moved by one such deviation, the patch's current would change by a factor of about 1.3.
- **Diffusion.** Let \(v_D=\mu kT/\int e^{(E-E_s)/kT}dz\) along the axis, and let \(v_R=\sqrt{k_BT/2\pi m}\) be the emission velocity. With rough values \(\mu=1200\) cm²/Vs and \(m=0.26\,m_e\), the estimate \(v_D/(v_D+v_R)\) reduces the current to 0.69 of its thermionic value. This \(v_R\) corresponds, with the \(N_c\) above, to a Richardson constant near 260; the velocity matching 112 gives 0.84. The mean free path, about 40 nm, exceeds the 27 nm width of the barrier, so either figure is only an interpolation.
- **Quantum motion.** Treating the saddle as harmonic, with the light mass \(0.19\,m_e\) in every direction, tunnelling adds 0.7% and sideways quantization removes 0.7%.

Degeneracy is unimportant in the bulk, where \(N/N_c\approx4\times10^{-4}\).

**Q:** And how close is this to a real contact?

**A:** The doping is realistic for a silicon Schottky diode, and some silicides on n-type silicon have barriers near 0.8 eV. The deficit of 0.3 eV is deliberately large, and the disc size is a choice. Real patches need not be circular, sharp-edged or equal in size. Size matters greatly: at fixed \(\Delta\), doping and bias, going from 10 to 40 nm moves the patch barrier in the closed formula from 0.687 to 0.555 eV. A single fitted barrier therefore does not identify the patches.

Before adding diodes in parallel, compare \(\Delta/R\) with \(F\) at the bias of interest. If \(\Delta/R\) is clearly larger, and the saddle lies many \(kT\) below the surrounding barrier, use the saddle's barrier and area, expecting the parabolic area to be too large by some tens of percent. For very small patches the saddle is too shallow for this, and the parabola overestimates the area. Close to equality the saddle lies near the metal, \(\kappa_r\) becomes small, and the parabolic area can exceed that of the disc itself, so integrate over the actual potential instead. If \(\Delta/R\) is well below \(F\), and the patch is many times wider than its pinched rim, your isolated diode is a reasonable start.

Numbers in the example were calculated in double precision.
